# Wigner's Tunnelling Correction for a Parabolic Barrier and Its Low-Temperature Failure: test program

```python
# Result under test: for a parabolic barrier the thermal tunnelling factor is
#   kappa = (u/2)/sin(u/2) = 1 + u^2/24 + ...,   u = hbar*omega/(k*T) < 2*pi,
# with Wigner's correction 1 + u^2/24 as its leading part.
# omega: magnitude of the imaginary angular frequency at the barrier top.
# kappa: thermal flux with quantum transmission / flux with a classical step.
# Energies inside the program are in units of hbar*omega.
# The finite barrier is V0*sech(x/a)^2 with the same curvature at its top.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def wigner(u):
    return 1 + u**2 / 24


def parabola_formula(u):
    return (u / 2) / math.sin(u / 2)


def parabola_transmission(energy):
    return 1 / (1 + math.exp(-2 * math.pi * energy))


def parabola_transmission_ode(energy, edge=14.0):
    """Solve psi'' = -(2*energy + x^2) psi with an outgoing wave on the right."""
    k = math.sqrt(2 * energy + edge**2)
    slope = edge / k
    psi = k**-0.5 + 0j
    start = [psi, (1j * k - slope / (2 * k)) * psi]
    sol = solve_ivp(lambda x, y: [y[1], -(2 * energy + x * x) * y[0]],
                    (edge, -edge), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    # on the left edge dk/dx has the opposite sign
    incoming = 0.5 * (psi + (dpsi - slope * psi / (2 * k)) / (1j * k))
    return 1 / (k * abs(incoming)**2)


def parabola_quadrature(u):
    """Thermal average of the parabolic transmission by the trapezoid rule."""
    s = u / (2 * math.pi)
    step = 0.2
    z = np.arange(-60 / (1 - s), 60 / s, step)
    return s * step * np.sum(np.exp(-s * z - np.logaddexp(0, -z)))


def parabola_cut(u, depth):
    """Same average, with energies below -depth left out."""
    s = u / (2 * math.pi)
    z = np.linspace(-2 * math.pi * depth, 60 / s, 40001)
    return s * np.trapezoid(np.exp(-s * z - np.logaddexp(0, -z)), z) \
        if hasattr(np, "trapezoid") else \
        s * np.trapz(np.exp(-s * z - np.logaddexp(0, -z)), z)


def finite_transmission(height, energies):
    """Numerov solution for the finite barrier; length unit is a."""
    strength = 2 * height          # sqrt(2*m*V0)*a/hbar
    edge, count = 12.0, 6000
    h = 2 * edge / count
    ratio = energies / height
    k = strength * np.sqrt(ratio)
    theta = 2 * np.arcsin(0.5 * k * h / np.sqrt(1 + (k * h)**2 / 12))
    x = np.linspace(edge, -edge, count + 1)
    shape = 1 / np.cosh(x)**2

    def weight(i):
        return 1 + h**2 * strength**2 * (ratio - shape[i]) / 12

    right = np.ones(len(energies), dtype=complex)
    here = np.exp(-1j * theta)
    w_right, w_here = weight(0), weight(1)
    for i in range(2, count + 1):
        w_left = weight(i)
        left = ((12 - 10 * w_here) * here - w_right * right) / w_left
        right, here = here, left
        w_right, w_here = w_here, w_left
    incoming = (right - here * np.exp(-1j * theta)) / (2j * np.sin(theta))
    return 1 / np.abs(incoming)**2


def finite_setup(height, smallest_u):
    """Energy nodes, integration weights and transmissions."""
    nodes, weights = np.polynomial.legendre.leggauss(400)
    top = math.sqrt(height + 25 / smallest_u)
    q = 0.5 * top * (nodes + 1)
    energies = q**2
    return energies, top * weights * q, finite_transmission(height, energies)


def finite_kappa(u, height, data):
    energies, weights, transmission = data
    flux = weights * transmission * np.exp(-u * (energies - height))
    mean = np.sum(flux * (energies - height)) / np.sum(flux)
    return u * np.sum(flux), mean


# Transmission of the parabola against the differential equation
sample_energies = [-0.5, -0.2, 0.0, 0.3]
ode_values = [parabola_transmission_ode(e) for e in sample_energies]
for e, value in zip(sample_energies, ode_values):
    # edge waves are accurate to about 1/edge^4
    assert abs(value / parabola_transmission(e) - 1) < 1e-3

# Thermal average against the closed formula
for u in [0.3, 1.0, 3.0, 5.0, 6.0]:
    assert abs(parabola_quadrature(u) / parabola_formula(u) - 1) < 1e-8

# Power series of (u/2)/sin(u/2), by reciprocal of the sine series
sine = [(-1)**n / math.factorial(2 * n + 1) for n in range(16)]
reciprocal = [1.0]
for n in range(1, 16):
    reciprocal.append(-sum(sine[j] * reciprocal[n - j]
                           for j in range(1, n + 1)))
coef = [g / 4**n for n, g in enumerate(reciprocal)]
c_a = (parabola_quadrature(0.1) - 1) / 0.1**2
c_b = (parabola_quadrature(0.2) - 1) / 0.2**2
leading = (4 * c_a - c_b) / 3
second = (c_b - c_a) / 0.03
assert abs(leading - 1 / 24) < 1e-6
assert abs(second / (7 / 5760) - 1) < 1e-2
assert abs(coef[2] - 7 / 5760) < 1e-12
assert min(coef) > 0
radius = math.sqrt(coef[12] / coef[13])
assert abs(radius / (2 * math.pi) - 1) < 1e-5

# Worked example with round model parameters
wavenumber = 1000.0      # cm^-1
height_cm = 4000.0       # cm^-1
height = height_cm / wavenumber
quantum = const.h * const.c * 100 * wavenumber
theta_K = quantum / const.k
crossover = theta_K / (2 * math.pi)
height_kJ = const.h * const.c * 100 * height_cm * const.N_A / 1000
temperatures = [1000.0, 500.0, 300.0, 200.0, 100.0]
data = finite_setup(height, theta_K / max(temperatures))

# Numerical transmission of the finite barrier against its closed form
energies, _, transmission = data
mask = energies > 0.01 * height
strength = 2 * height
rise = np.sinh(math.pi * strength * np.sqrt(energies[mask] / height))**2
wall = math.cosh(0.5 * math.pi * math.sqrt(4 * strength**2 - 1))**2
assert np.allclose(transmission[mask], rise / (rise + wall),
                   rtol=1e-4, atol=0)

print(f"Imaginary wavenumber: {wavenumber:.0f} cm^-1")
print(f"Barrier height: {height_cm:.0f} cm^-1 = {height_kJ:.2f} kJ/mol")
print(f"hbar*omega/k: {theta_K:.2f} K")
print(f"Crossover temperature Tc: {crossover:.2f} K")
for e, value in zip(sample_energies, ode_values):
    print(f"Parabola, E/(hbar*omega) = {e:4.1f}: P formula "
          f"{parabola_transmission(e):.5f}, P from ODE {value:.5f}")
print(f"u^2 coefficient from quadrature: {leading:.7f}; 1/24 = {1/24:.7f}")
print(f"u^4 coefficient from quadrature: {second:.6f}; "
      f"7/5760 = {7/5760:.6f}")
print(f"Convergence radius in u from coefficients: {radius:.5f}")

print("Tunnelling factors kappa (dimensionless):")
means = {}
for T in temperatures:
    u = theta_K / T
    finite, mean = finite_kappa(u, height, data)
    means[T] = mean
    assert wigner(u) < finite < math.exp(u * height)
    if u < 2 * math.pi:
        full = parabola_formula(u)
        assert wigner(u) < full
        label = f"{full:.4f}"
    else:
        label = "diverges"
    print(f"T = {T:.0f} K: u = {u:.4f}, Wigner {wigner(u):.4f}, "
          f"parabola {label}, finite barrier {finite:.5g}")
    if T == 100.0:
        assert finite > 1e3 * wigner(u)
        print(f"Finite barrier / Wigner at 100 K: {finite/wigner(u):.3g}")
for T in temperatures:
    print(f"Mean energy of transmitted flux from barrier top, {T:.0f} K: "
          f"{means[T]*wavenumber:.0f} cm^-1")
ordered = [means[T] for T in temperatures]
assert all(a > b for a, b in zip(ordered, ordered[1:]))
assert means[100.0] < -0.5 * height

# Series terms on both sides of the crossover
for T in [300.0, 200.0]:
    u = theta_K / T
    terms = [coef[n] * u**(2 * n) for n in range(1, 7)]
    print(f"Terms u^2 to u^12 at {T:.0f} K: "
          + ", ".join(f"{t:.4f}" for t in terms))
    late_ratio = coef[13] * u**2 / coef[12]
    assert (late_ratio < 1) == (T > crossover)
    print(f"Ratio of successive late terms at {T:.0f} K: {late_ratio:.4f}")

# Divergence of the parabolic integral below the crossover
u_cold = theta_K / 200.0
growth = math.log(parabola_cut(u_cold, 20) / parabola_cut(u_cold, 16)) / 4
assert abs(growth / (u_cold - 2 * math.pi) - 1) < 1e-3
for depth in [4, 8, 16]:
    print(f"Parabola at 200 K cut {depth*wavenumber:.0f} cm^-1 below top: "
          f"kappa = {parabola_cut(u_cold, depth):.5g}")
print(f"Growth rate of ln(kappa) per hbar*omega of depth: {growth:.4f}; "
      f"u - 2*pi = {u_cold - 2*math.pi:.4f}")

# Point where Wigner's formula is five per cent below the parabolic result
u_five = brentq(lambda u: wigner(u) / parabola_formula(u) - 0.95, 0.5, 6.0)
print(f"Wigner 5% below parabola at u = {u_five:.4f}, "
      f"T = {theta_K/u_five:.1f} K")

# Influence of barrier height at fixed u = 1
excess = []
for tall in [5.0, 20.0]:
    value, _ = finite_kappa(1.0, tall, finite_setup(tall, 1.0))
    ratio = (value - 1) / (parabola_formula(1.0) - 1)
    excess.append(ratio - 1)
    print(f"u = 1, kT/V0 = {1/tall:.2f}: finite-barrier kappa {value:.5f}, "
          f"(kappa-1) relative to parabola {ratio:.4f}")
assert 0 < excess[1] < excess[0]
# an anharmonic excess proportional to kT/V0 falls fourfold here
assert 3.5 < excess[0] / excess[1] < 4.5

print("no test failed")
```

Printed output:

```
Imaginary wavenumber: 1000 cm^-1
Barrier height: 4000 cm^-1 = 47.85 kJ/mol
hbar*omega/k: 1438.78 K
Crossover temperature Tc: 228.99 K
Parabola, E/(hbar*omega) = -0.5: P formula 0.04142, P from ODE 0.04142
Parabola, E/(hbar*omega) = -0.2: P formula 0.22155, P from ODE 0.22155
Parabola, E/(hbar*omega) =  0.0: P formula 0.50000, P from ODE 0.50001
Parabola, E/(hbar*omega) =  0.3: P formula 0.86818, P from ODE 0.86818
u^2 coefficient from quadrature: 0.0416667; 1/24 = 0.0416667
u^4 coefficient from quadrature: 0.001217; 7/5760 = 0.001215
Convergence radius in u from coefficients: 6.28319
Tunnelling factors kappa (dimensionless):
T = 1000 K: u = 1.4388, Wigner 1.0863, parabola 1.0918, finite barrier 1.1056
T = 500 K: u = 2.8776, Wigner 1.3450, parabola 1.4514, finite barrier 1.4628
T = 300 K: u = 4.7959, Wigner 1.9584, parabola 3.5422, finite barrier 3.0578
T = 200 K: u = 7.1939, Wigner 3.1563, parabola diverges, finite barrier 22.693
T = 100 K: u = 14.3878, Wigner 9.6253, parabola diverges, finite barrier 1.1046e+09
Finite barrier / Wigner at 100 K: 1.15e+08
Mean energy of transmitted flux from barrier top, 1000 K: 565 cm^-1
Mean energy of transmitted flux from barrier top, 500 K: 83 cm^-1
Mean energy of transmitted flux from barrier top, 300 K: -321 cm^-1
Mean energy of transmitted flux from barrier top, 200 K: -1099 cm^-1
Mean energy of transmitted flux from barrier top, 100 K: -3133 cm^-1
Terms u^2 to u^12 at 300 K: 0.9584, 0.6429, 0.3898, 0.2296, 0.1341, 0.0782
Ratio of successive late terms at 300 K: 0.5826
Terms u^2 to u^12 at 200 K: 2.1563, 3.2548, 4.4403, 5.8838, 7.7348, 10.1468
Ratio of successive late terms at 200 K: 1.3109
Parabola at 200 K cut 4000 cm^-1 below top: kappa = 293.56
Parabola at 200 K cut 8000 cm^-1 below top: kappa = 11518
Parabola at 200 K cut 16000 cm^-1 below top: kappa = 1.6818e+07
Growth rate of ln(kappa) per hbar*omega of depth: 0.9107; u - 2*pi = 0.9107
Wigner 5% below parabola at u = 2.5996, T = 553.5 K
u = 1, kT/V0 = 0.20: finite-barrier kappa 1.05097, (kappa-1) relative to parabola 1.1876
u = 1, kT/V0 = 0.05: finite-barrier kappa 1.04494, (kappa-1) relative to parabola 1.0471
no test failed
```
